\section*{Bond-additive errors and the conditions for accurate isodesmic formation enthalpies, part 2}

When does a reaction that conserves bonds cancel the error of an approximate electronic-structure method? For a molecule $M$, $e(M)$ is the energy of the method minus that of a reference level, and $n_b(M)$ counts bonds of type $b$. With one number $\varepsilon_b$ per type,
\begin{equation}
e(M)=\sum_b n_b(M)\,\varepsilon_b+\delta(M)
\label{eq:split}
\end{equation}
defines the non-additive part $\delta$. For any quantity $X$, $\Delta X=\sum_M\nu_MX(M)$, with $\nu_M$ positive for products and negative for reactants. A reaction with all $\Delta n_b=0$ is called isodesmic and has $\Delta e=\Delta\delta$.

In the model, a molecule is an open chain of $K$ bonds with $2K$ electrons, equally many of each spin. Bond $k$ has two sites, one orbital per site, and internal hopping $t_k>0$; $w$ is the hopping between facing sites of neighbouring bonds. With $h_i$ the hopping from site $i$ to $i+1$, and $U\ge0$,
\begin{equation}
\hat H=-\sum_{i,\sigma}h_i\big(c^\dagger_{i\sigma}c_{i+1,\sigma}+{\rm h.c.}\big)
+U\sum_i n_{i\uparrow}n_{i\downarrow}.
\end{equation}
The reference level is the exact ground-state energy. The method is restricted Hartree--Fock (HF) with one electron per site, which gives
\begin{equation}
E_{\rm HF}=2\sum_{j\,\rm occ}\lambda_j+\frac{KU}{2},
\label{eq:hf}
\end{equation}
where $\lambda_j$ are the $K$ lowest eigenvalues of the hopping matrix, whose nonzero elements are $-h_i$. Bond types $A$ and $B$ differ in hopping; model energies are in units of $t_A$.

The benzene example uses the Kekul\'e structure and two isodesmic reactions, bond separation and diene exchange:
\begin{align}
&\mathrm{C_6H_6+6\,CH_4\to3\,C_2H_6+3\,C_2H_4},\label{eq:separation}\\
&\mathrm{C_6H_6+3\,C_2H_4}\to3\,\mathrm{C_4H_6},\label{eq:diene}
\end{align}
where C$_4$H$_6$ is trans-butadiene. Errors of HF and second-order perturbation theory (MP2) are taken relative to coupled cluster with single and double excitations (CCSD), in the 6-31G basis and in millihartree. The fitted bond errors reproduce the errors of methane, ethane and ethene. A target's formation enthalpy follows from the reaction enthalpy and the known formation enthalpies of the other molecules, whose uncertainties it inherits; the target has $\nu=-1$.

\subsection{One bond}

The orbitals of a bond are $b=(1+2)/\sqrt2$ and $a=(1-2)/\sqrt2$, with energies $-t$ and $+t$. Equation (\ref{eq:hf}) gives $E_{\rm HF}=-2t+U/2$.

For the exact energy, use the singlet states $|bb\rangle=b^\dagger_\uparrow b^\dagger_\downarrow|0\rangle$ and $|aa\rangle=a^\dagger_\uparrow a^\dagger_\downarrow|0\rangle$. Let $D_i$ denote both electrons on site $i$, and let $C$ be the sum of the two configurations with one electron on each site. Expansion of the orbital products gives
\begin{equation}
|bb\rangle=\tfrac12(D_1+D_2+C),\qquad |aa\rangle=\tfrac12(D_1+D_2-C).
\end{equation}
The repulsion acts on $D_1$ and $D_2$, so each of its four matrix elements is $U(1/4+1/4)=U/2$. The Hamiltonian matrix is
\begin{equation}
\begin{pmatrix}-2t+U/2&U/2\\U/2&2t+U/2\end{pmatrix}.
\end{equation}
Its lower eigenvalue is
\begin{equation}
E_2=\frac U2-\sqrt{4t^2+\frac{U^2}{4}}=\frac{U-R}{2},\qquad R=\sqrt{U^2+16t^2}.
\end{equation}
The remaining two-electron states are $D_1-D_2$ with energy $U$ and the triplets with energy zero. Since $R>U$, $E_2$ is negative and lies below them. The bond error is
\begin{equation}
\varepsilon=-2t+\frac U2-\frac{U-R}{2}=\frac R2-2t .
\label{eq:bonderror}
\end{equation}
It vanishes at $U=0$. For small $U/t$, expansion of the root gives $R\simeq4t+U^2/(8t)$ and hence $\varepsilon\simeq U^2/(16t)$. At any fixed $U>0$ a weaker bond has the larger error, since $R>4t$ gives $d\varepsilon/dt=8t/R-2<0$.

Write the ground state as $\alpha|bb\rangle-\beta|aa\rangle$ with $\alpha^2+\beta^2=1$. The derivative of the energy with respect to $t$ equals the expectation value of the derivative of the Hamiltonian:
\begin{equation}
-2(\alpha^2-\beta^2)=\frac{dE_2}{dt}=-\frac12\,\frac{16t}{R}.
\end{equation}
Therefore $\alpha^2-\beta^2=4t/R$, and
\begin{equation}
\alpha^2=\frac12\Big(1+\frac{4t}{R}\Big),\qquad
\beta^2=\frac12\Big(1-\frac{4t}{R}\Big).
\end{equation}

\subsection{Uncoupled bonds}

\paragraph{Proposition 5.} At $w=0$, $e(M)=\sum_k\varepsilon_k$.

\paragraph{Proof.} The hopping matrix separates into blocks with eigenvalues $\pm t_k$, and (\ref{eq:hf}) becomes the sum of the one-bond HF energies. For the exact energy it must be shown that no electron moves permanently from one bond to another. The lowest energies of a bond with 0, 1, 2, 3 and 4 electrons are
\begin{equation}
0,\quad -t,\quad (U-R)/2,\quad U-t,\quad 2U .
\end{equation}
The value for three electrons follows because one site is then doubly occupied and the single hole contributes $-t$. Subtract $U/2$ per electron, which shifts all states of the molecule equally because the total electron number is fixed. The list becomes
\begin{equation}
0,\quad -t-U/2,\quad -(U+R)/2,\quad -t-U/2,\quad 0 .
\end{equation}
Since $R/2\ge2t>t$, two electrons per bond give the unique minimum. The exact energy is also the sum of one-bond energies, and subtraction gives the result. $\square$

Additivity thus has a clear origin in this model: both energies separate when electrons do not pass between bonds. A large error in each bond does no harm.

\subsection{Coupling between neighbouring bonds}

\paragraph{Theorem 6.} For small $w$,
\begin{equation}
e(M)=\sum_k\varepsilon_k+w^2\sum_{\rm contacts}\gamma_{kl}+O(w^4),
\label{eq:contacts}
\end{equation}
where the second sum runs over pairs of neighbouring bonds and
\begin{equation}
\gamma_{AB}=-\frac1{t_A+t_B}+\sum_{s,s'=\pm1}
\frac{p_A(s)\,p_B(s')}{(R_A+R_B)/2+st_A+s't_B},
\label{eq:gamma}
\end{equation}
with $p(-1)=\alpha^2$ and $p(+1)=\beta^2$ for each bond.

\paragraph{Proof: Hartree--Fock part.} The coupling has no diagonal element in the orbitals of the separate bonds, so the first-order change is zero. In second order, mixing among occupied orbitals does not change the sum of their energies. Mixing with empty orbitals gives
\begin{equation}
\delta\sum_{\rm occ}\lambda=\sum_{o,v}\frac{|v_{ov}|^2}{\lambda_o-\lambda_v}.
\end{equation}
The pairs are $b_A$ with $a_B$ and $b_B$ with $a_A$. Each orbital has amplitude $1/\sqrt2$ in magnitude on the facing site, so $|v_{ov}|=w/2$. Both denominators are $-(t_A+t_B)$. With two spins,
\begin{equation}
\delta E_{\rm HF}=2\cdot2\cdot\frac{w^2/4}{-(t_A+t_B)}=-\frac{w^2}{t_A+t_B}.
\end{equation}

\paragraph{Proof: exact part.} The coupling moves one electron between $A$ and $B$. The result is orthogonal to the unperturbed ground state, so the first-order energy is again zero. Consider a transfer from $A$ to $B$. Removing an electron of given spin from the facing site of $A$ leaves the other electron in $b$ with probability weight $\alpha_A^2/2$, or in $a$ with weight $\beta_A^2/2$. The factors $1/2$ are the squared site amplitudes. The energy left on $A$ is $st_A$, with $s=-1$ for $b$ and $s=+1$ for $a$.

An electron added to $B$ can enter $a$ when the pair is in $bb$, with weight $\alpha_B^2/2$, or enter $b$ when the pair is in $aa$, with weight $\beta_B^2/2$. The orbital energies sum to $-t_B$ and $+t_B$ respectively, and the repulsion is $U$. The energy of $B$ is thus $U+s't_B$. The excitation energy is
\begin{align}
&st_A+U+s't_B-\frac{U-R_A}{2}-\frac{U-R_B}{2}\nonumber\\
&\qquad=\frac{R_A+R_B}{2}+st_A+s't_B .
\end{align}
Each squared matrix element is $w^2p_A(s)p_B(s')/4$. There are two spins and two directions of transfer. These four processes lead to mutually orthogonal states and, by symmetry, contribute equally, which cancels the factor $1/4$. Second-order perturbation theory gives $\delta E_{\rm exact}=-w^2\Sigma_{AB}$, where $\Sigma_{AB}$ is the sum in (\ref{eq:gamma}). The difference $\delta E_{\rm HF}-\delta E_{\rm exact}$ is $w^2\gamma_{AB}$.

\paragraph{Proof: longer chains and the remainder.} In second order, an electron moved across one contact must return across the same contact, because a move across another contact cannot restore two electrons on every bond. The HF sum likewise has one term for each coupled pair of orbitals. The contributions therefore add over contacts. Odd powers are absent, since reversing the sign of all orbitals to the right of a contact reverses the sign of its $w$ without changing the energies. Both energies are analytic near $w=0$ because the unperturbed ground state is separated by a gap, as are the occupied and empty orbitals. The next term is of order $w^4$. $\square$

\paragraph{Sign of the contact term.} Since $R\ge4t$, every denominator in $\Sigma_{AB}$ is at least $t_A+t_B$. The weights sum to one, so $\Sigma_{AB}\le1/(t_A+t_B)$ and $\gamma_{AB}\le0$. At leading order the coupling lowers the HF energy at least as much as the exact energy, and so does not increase the HF error. At $U=0$ the two shifts are equal and $\gamma_{AB}=0$.

\subsection{What a reaction must conserve}

\paragraph{Corollary 7.} Let $m_{kl}(M)$ be the number of contacts between bonds of types $k$ and $l$. A reaction that conserves bond types has
\begin{equation}
\Delta e=w^2\sum_{k\le l}\gamma_{kl}\,\Delta m_{kl}+O(w^4).
\end{equation}
If it also conserves contact types, its error is $O(w^4)$.

This follows by applying $\Delta$ to (\ref{eq:contacts}). For example,
\begin{equation}
AA+BB\to2AB
\label{eq:exchange}
\end{equation}
conserves two bonds of each type but changes the contacts. Its leading error is $w^2(2\gamma_{AB}-\gamma_{AA}-\gamma_{BB})$. The reaction
\begin{equation}
AAA+A\to2AA
\label{eq:matched}
\end{equation}
conserves four $A$ bonds and two $AA$ contacts, so the $w^2$ term vanishes.

\subsection{Numerical example of the model}

Take $t_A=1$, $t_B=0.5$ and $U=2$. Then $R_A=\sqrt{20}=4.472$ and $R_B=\sqrt8=2.828$. Equation (\ref{eq:bonderror}) gives $\varepsilon_A=0.236$ and $\varepsilon_B=0.414$. These are errors of the restricted solution. For $U>2t$ a determinant with broken spin symmetry lies lower, at $-2t^2/U$. Bond $A$ is at this threshold and bond $B$ is beyond it; the error of $B$ would be 0.164 with the broken-symmetry solution. The weights are $p_A(-1)=0.947$ and $p_B(-1)=0.854$, with complements 0.053 and 0.146. In the order $(s,s')=(-,-),(-,+),(+,-),(+,+)$, the sum for an $AB$ contact is
\begin{equation}
\Sigma_{AB}=0.3760+0.0440+0.0109+0.0015=0.4324 .
\end{equation}
Hence $\gamma_{AB}=-0.6667+0.4324=-0.2343$. The same formula gives $\gamma_{AA}=-0.114$ and $\gamma_{BB}=-0.508$. For reaction (\ref{eq:exchange}), the coefficient of $w^2$ is
\begin{equation}
2(-0.2343)+0.1143+0.5076=0.1533 .
\end{equation}

Exact diagonalization gives the following reaction errors, in units of $t_A$:
\begin{equation}
\begin{array}{cccc}
w&\text{(\ref{eq:exchange})}&w^2\text{ law}&\text{(\ref{eq:matched})}\\
0.05&3.81\times10^{-4}&3.83\times10^{-4}&1.9\times10^{-7}\\
0.10&1.50\times10^{-3}&1.53\times10^{-3}&3.1\times10^{-6}\\
0.20&5.53\times10^{-3}&6.13\times10^{-3}&4.8\times10^{-5}
\end{array}
\end{equation}
At $w=0$ both errors vanish to the printed accuracy. At $w=0.2$ the leading law exceeds the computed error of (\ref{eq:exchange}) by about 11 per cent, so the higher-order terms are no longer negligible. For (\ref{eq:matched}), the errors at $w=0.06$ and $0.03$ give the power 3.998, in agreement with the predicted fourth power.

\subsection{What carries over to real precursors}

In the model, with the hoppings within the bonds and the repulsion held fixed, the error of an isodesmic reaction tends to zero at least as fast as $w^2$ when $w\to0$. Conservation of the contacts through which the transfer occurs removes the $w^2$ term. The expansion gives no bound on the error when the transfer is strong. Neither weak transfer nor conservation of contacts follows from the count of bonds.

Benzene illustrates the limits of this argument. Its Kekul\'e structure has three places where two double bonds are joined by a single bond. Separation into ethane and ethene removes all three. Exchange with ethene to form three butadiene molecules retains three, one in each product. If every pair of bonds that share an atom is counted as a contact, this exchange conserves all contact types, whereas the separation does not. Relative to CCSD in the small basis used, the HF reaction error is 14.0 millihartree for the first reaction and 7.6 for the second. With MP2 the values are 17.4 and 8.4.

The reduction is in the direction suggested by Corollary 7, which was derived for the HF error alone, and the model does not predict its size. All ring bonds of benzene are equal, so coupling between the $\pi$ bonds of one Kekul\'e structure is as strong as coupling within them, and an expansion in weak coupling has no small parameter. The ring is also closed, whereas the chains of the model are open. In a ring of three model bonds the signs of all three couplings cannot be reversed together by a change of orbital signs, so odd powers of $w$ are allowed. The reaction of such a ring with three $A$ bonds to give $3AA$ conserves bonds and contacts, yet its error is of order $w^3$. These calculations do not show how much of the remaining error, if any, is due to cyclic delocalization.

For a formation enthalpy, a bond-conserving reaction is therefore a means of removing the additive part of the error. Its use is justified to the extent that the non-additive part has been shown to be small for related molecules. Comparing several bond-conserving reactions for one target gives a partial check: if their estimates differ by more than the reference uncertainties allow, some of the assumed cancellations have failed. Agreement is weaker evidence, because a non-additive error of the target enters all of them with the same coefficient.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Model inputs: t_A=1.0, t_B=0.5, U=2.0 (units of t_A)
Bond errors A, B: 0.236068, 0.414214 t_A
Contact coefficients AA, AB, BB: -0.114278, -0.234281, -0.507551 1/t_A
w^2 coefficient, AA+BB->2AB: 0.153268 1/t_A
w=0.00 t_A: AA+BB->2AB error 0.00000000, w^2 law 0.00000000, AAA+A->2AA error 0.00000000 t_A
w=0.05 t_A: AA+BB->2AB error 0.00038082, w^2 law 0.00038317, AAA+A->2AA error 0.00000019 t_A
w=0.10 t_A: AA+BB->2AB error 0.00149507, w^2 law 0.00153268, AAA+A->2AA error 0.00000307 t_A
w=0.20 t_A: AA+BB->2AB error 0.00552903, w^2 law 0.00613071, AAA+A->2AA error 0.00004822 t_A
Power of w for AAA+A->2AA, from w=0.06 and 0.03 t_A: 3.998
Lengths: CH 1.09, ethane CC 1.54, C=C 1.34, diene C-C 1.46, ring CC 1.4, HH 0.74 angstrom
Angles: tetrahedral in CH4, C2H6; 120 degrees in planar molecules
CH4: E_HF -40.180385, E_MP2 -40.279053, E_CCSD -40.298181 hartree
C2H6: E_HF -79.196507, E_MP2 -79.384510, E_CCSD -79.415709 hartree
C2H4: E_HF -78.002506, E_MP2 -78.183157, E_CCSD -78.210632 hartree
C4H6: E_HF -154.860042, E_MP2 -155.212927, E_CCSD -155.257796 hartree
C6H6: E_HF -230.622435, E_MP2 -231.139866, E_CCSD -231.183680 hartree
H2: E_HF -1.126755, E_MP2 -1.144137, E_CCSD -1.151673 hartree
bond separation coefficients: C6H6 -1, CH4 -6, C2H6 +3, C2H4 +3
  reaction energy HF, MP2, CCSD: 107.705, 111.182, 93.741 millihartree
  HF minus CCSD: 13.964 millihartree = 36.66 kJ/mol
  MP2 minus CCSD: 17.441 millihartree = 45.79 kJ/mol
diene exchange coefficients: C6H6 -1, C4H6 +3, C2H4 -3
  reaction energy HF, MP2, CCSD: 49.826, 50.554, 42.188 millihartree
  HF minus CCSD: 7.638 millihartree = 20.05 kJ/mol
  MP2 minus CCSD: 8.366 millihartree = 21.96 kJ/mol
hydrogenation coefficients: C6H6 -1, H2 -9, CH4 +6
  reaction energy HF, MP2, CCSD: -319.076, -237.221, -240.353 millihartree
  HF minus CCSD: -78.723 millihartree = -206.69 kJ/mol
  MP2 minus CCSD: 3.131 millihartree = 8.22 kJ/mol
HF fitted bond errors C-H, C-C, C=C: 29.449, 42.508, 90.330 millihartree
HF benzene: total error 561.245, after transfer -13.964 millihartree
MP2 fitted bond errors C-H, C-C, C=C: 4.782, 2.507, 8.347 millihartree
MP2 benzene: total error 43.813, after transfer -17.441 millihartree
Reference uncertainty 1.0 kJ/mol each, independent: benzene uncertainty 7.348 kJ/mol
Same reference uncertainty, worst-case signs: 12.0 kJ/mol
\end{verbatim}
